# Hartree-Fock's Static Moment and the Unitary Conductance of a Quantum Dot: a program that tests the result

```python
"""Symmetric Anderson quantum dot: mean-field moment against the true ground state.

Result under test: unrestricted Hartree-Fock (UHF) has a static moment m for
U > pi*Gamma and conductance cos^2(pi*m/2) in units of 2e^2/h, whereas the true
ground state is a singlet with unitary conductance 1 (equal leads, T = 0).
Symbols: U repulsion, Gamma half-width at half-maximum of the U=0 resonance,
h Zeeman splitting on the dot, m = n_up - n_down, n = n_up + n_down,
Gamma_qp quasiparticle half-width, R Wilson ratio. Energies are in meV.
NRG = numerical renormalization group on a logarithmic (Wilson) bath chain.
"""
from itertools import combinations
import mpmath
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import svdvals
from scipy.optimize import brentq
from scipy.special import expit

U, GAMMA, HALF_BAND = 1.6, 0.25, 20.0
TEMPERATURE = 0.030                      # K
SPACING, BIAS = 0.5, 0.002               # meV: next orbital, e times bias
K_B = constants.k / constants.e * 1e3    # meV/K
G_UNIT = 2 * constants.e**2 / constants.h * 1e6   # microsiemens


# ---------- mean field in the wide-band limit ----------
def occupation_by_quadrature(level):
    return quad(lambda w: GAMMA / np.pi / ((w - level)**2 + GAMMA**2),
                -np.inf, 0.0)[0]


def iterate_uhf(u, steps=200):
    up, down = 0.9, 0.1
    for _ in range(steps):
        up, down = (occupation_by_quadrature(u * (down - 0.5)),
                    occupation_by_quadrature(u * (up - 0.5)))
    return up - down


m_uhf = brentq(lambda m: m - 2 / np.pi * np.arctan(U * m / (2 * GAMMA)), 0.05, 1)
assert abs(iterate_uhf(U, 80) - m_uhf) < 1e-6
assert abs(iterate_uhf(0.9 * np.pi * GAMMA)) < 1e-5
assert iterate_uhf(1.1 * np.pi * GAMMA) > 0.1


# ---------- transmission by matching waves on a tight-binding wire ----------
def wire_transmission(level, gamma_left, gamma_right, hop=5.0):
    """Band-centre transmission; unknowns: reflected, dot, transmitted amplitude."""
    left, right = np.sqrt(gamma_left * hop), np.sqrt(gamma_right * hop)
    wave = 1j                            # exp(i k) at the band centre
    # rows: left lead end, right lead end, dot; hopping amplitudes are negative
    matrix = np.array([[hop, -left, 0], [0, -right, hop],
                       [left * wave, -level, right * wave]], complex)
    rhs = np.array([-hop, 0, -left / wave], complex)
    return abs(np.linalg.solve(matrix, rhs)[2])**2


g_uhf = np.cos(np.pi * m_uhf / 2)**2
assert abs(wire_transmission(U * m_uhf / 2, GAMMA / 2, GAMMA / 2) - g_uhf) < 1e-9
asymmetry_factor = wire_transmission(0.0, 2 * GAMMA / 3, GAMMA / 3)
for test_level in (0.0, 0.3):
    formula = 4 * (2 * GAMMA / 3) * (GAMMA / 3) / (test_level**2 + GAMMA**2)
    assert abs(wire_transmission(test_level, 2 * GAMMA / 3, GAMMA / 3) - formula) < 1e-9

# ---------- short chains, full diagonalization (energies in bath hopping) ----------
CHAIN = np.array([0.5, 1.0, 1.0, 1.0, 1.0])
U_CHAIN = 4.0


def fermion_space(number, sites=6):
    """Kinetic matrix and centred dot occupation for one spin species."""
    states = list(combinations(range(sites), number))
    index = {state: i for i, state in enumerate(states)}
    kinetic = np.zeros((len(states), len(states)))
    for state in states:
        for site in range(sites - 1):
            if site in state and site + 1 not in state:
                moved = tuple(sorted(set(state) - {site} | {site + 1}))
                i, j = index[state], index[moved]
                kinetic[i, j] = kinetic[j, i] = CHAIN[site]
    return kinetic, np.diag([float(0 in state) - 0.5 for state in states])


def chain_hamiltonian(n_up, n_down, u, sites=6):
    k_up, d_up = fermion_space(n_up, sites)
    k_down, d_down = fermion_space(n_down, sites)
    return (np.kron(k_up, np.eye(len(k_down))) + np.kron(np.eye(len(k_up)), k_down)
            + u * np.kron(d_up, d_down))


def chain_mean_field(up, down, steps):
    hopping = np.diag(CHAIN, 1) + np.diag(CHAIN, -1)
    for _ in range(steps):
        densities = []
        for other in (down, up):
            one_body = hopping.copy()
            one_body[0, 0] = U_CHAIN * (other - 0.5)
            orbitals = np.linalg.eigh(one_body)[1][:, :3]
            densities.append(orbitals @ orbitals.T)
        up, down = densities[0][0, 0], densities[1][0, 0]
    energy = sum(np.sum(hopping * d) for d in densities)
    return energy + U_CHAIN * (up - 0.5) * (down - 0.5), up - down


singlet_levels = np.linalg.eigvalsh(chain_hamiltonian(3, 3, U_CHAIN))
triplet_energy = np.linalg.eigvalsh(chain_hamiltonian(4, 2, U_CHAIN))[0]
attractive_levels, attractive_states = np.linalg.eigh(chain_hamiltonian(3, 3, -U_CHAIN))
weights = np.linalg.eigvalsh(attractive_states[:, 0].reshape(20, 20))
weights = weights * np.sign(weights[np.argmax(abs(weights))])
assert abs(attractive_levels[0] - singlet_levels[0]) < 1e-9
assert np.min(weights) > -1e-12          # one sign, within rounding

# only multiples of the unit matrix commute with both operators: no invariant subspace
kinetic6, dot6 = fermion_space(3)
unit = np.eye(20)
commutators = np.vstack([np.kron(a, unit) - np.kron(unit, a.T) for a in (kinetic6, dot6)])
singular = svdvals(commutators)
assert singular[-1] < 1e-11 and singular[-2] > 1e-8

# strict definiteness on four sites, where high precision is affordable
mpmath.mp.dps = 40
levels4, states4 = mpmath.eigsy(
    mpmath.matrix(chain_hamiltonian(2, 2, -U_CHAIN, 4).tolist()))
lowest = min(range(36), key=lambda i: levels4[i])
matrix4 = mpmath.matrix(6, 6)
for i in range(6):
    for j in range(6):
        matrix4[i, j] = states4[6 * i + j, lowest]
weights4 = list(mpmath.eigsy(matrix4, eigvals_only=True))
largest4 = max(weights4, key=abs)
definiteness = min(value / largest4 for value in weights4)
assert definiteness > mpmath.mpf(10)**-25

# the restricted solution is known by symmetry, so a single step gives it
e_uhf, m_chain = chain_mean_field(0.9, 0.1, 400)
e_rhf, _ = chain_mean_field(0.5, 0.5, 1)
assert triplet_energy > singlet_levels[0] + 1e-6
assert singlet_levels[1] > singlet_levels[0] + 1e-6
assert singlet_levels[0] < e_uhf < e_rhf - 1e-6 and m_chain > 0.1


# ---------- numerical renormalization group ----------
def coupling_squared(lam):
    correction = 0.5 * np.log(lam) * (lam + 1) / (lam - 1)
    return 2 * HALF_BAND * GAMMA * correction / np.pi


def bath_hoppings(lam, count):
    k = np.arange(count, dtype=float)
    return (HALF_BAND * (1 + 1 / lam) / 2 * (1 - lam**(-k - 1)) * lam**(-k / 2)
            / np.sqrt((1 - lam**(-2 * k - 1)) * (1 - lam**(-2 * k - 3))))


def bath_green(w, lam, last):
    """Green function of the uncoupled bath chain on its first site."""
    hops = bath_hoppings(lam, last)
    matrix = w * np.eye(last + 1) - np.diag(hops, 1) - np.diag(hops, -1)
    return np.linalg.solve(matrix, np.eye(last + 1)[0])[0]


def change(sector, spin, step):
    return (sector[0] + step, sector[1]) if spin == 0 else (sector[0], sector[1] + step)


def nrg(u, shift, field, lam=3.0, keep=400, last=20):
    """Low spectrum and dot occupations for the last two even bath indices."""
    local = [(0, 0), (1, 0), (0, 1), (1, 1)]
    energy = {s: np.array([(shift - u / 2) * sum(s) + u * s[0] * s[1]
                           - field / 2 * (s[0] - s[1])]) for s in local}
    lower = [{(1, q): np.array([[1.0]]) for q in (0, 1)},
             {(p, 1): np.array([[(-1.0)**p]]) for p in (0, 1)}]
    observables = [{s: np.array([[float(value(s))]]) for s in local}
                   for value in (lambda s: s[0], lambda s: s[1], lambda s: s[0] * s[1])]
    hops = [np.sqrt(coupling_squared(lam))] + list(bath_hoppings(lam, last))
    records = []
    for site, hop in enumerate(hops):
        layout = {}
        for old in energy:
            for s in local:
                part = layout.setdefault((old[0] + s[0], old[1] + s[1]), {})
                start = max((c.stop for c in part.values()), default=0)
                part[old, s] = slice(start, start + len(energy[old]))
        solved = {}
        for sector, part in layout.items():
            size = max(c.stop for c in part.values())
            h = np.zeros((size, size))
            for (old, s), cut in part.items():
                h[cut, cut] = np.diag(energy[old])
                for spin in (0, 1):
                    partner = (change(old, spin, 1), change(s, spin, -1))
                    if s[spin] and partner in part:
                        sign = (-1)**(sum(old) + spin * s[0])
                        block = hop * sign * lower[spin][partner[0]].T
                        h[part[partner], cut] = block
                        h[cut, part[partner]] = block.T
            solved[sector] = np.linalg.eigh(h)
        levels = np.sort(np.concatenate([e for e, _ in solved.values()]))
        ground = levels[0]
        limit = (levels[min(keep, len(levels) - 1)] - ground) * (1 + 1e-8)
        energy, vectors = {}, {}
        for sector, (e, v) in solved.items():
            kept = int(np.sum(e - ground <= limit))
            if kept:
                energy[sector], vectors[sector] = e[:kept] - ground, v[:, :kept]
        new_lower = [{}, {}]
        new_observables = [{}, {}, {}]
        for sector, v in vectors.items():
            for spin in (0, 1):
                target = change(sector, spin, -1)
                if target not in vectors:
                    continue
                total = np.zeros((len(energy[target]), len(energy[sector])))
                for (old, s), cut in layout[sector].items():
                    if s[spin]:
                        sign = (-1)**(sum(old) + spin * s[0])
                        row = layout[target][old, change(s, spin, -1)]
                        total += sign * vectors[target][row].T @ v[cut]
                new_lower[spin][sector] = total
            for new, obs in zip(new_observables, observables):
                new[sector] = sum(v[cut].T @ obs[old] @ v[cut]
                                  for (old, s), cut in layout[sector].items())
        lower, observables = new_lower, new_observables
        if site >= last - 2 and site % 2 == 0:
            best = min(energy, key=lambda key: energy[key][0])
            pairs = [(energy[change(best, spin, 1)][0], energy[change(best, spin, -1)][0])
                     for spin in (0, 1)]
            flipped = change(change(best, 0, 1), 1, -1)
            records.append(dict(site=site, lam=lam, pairs=pairs,
                                triplet=energy[flipped][0],
                                values=[obs[best][0, 0] for obs in observables]))
    return records


def quasiparticles(record):
    """Fit particle and hole energies by a free level: (width, level) per spin."""
    result = []
    for particle, hole in record["pairs"]:
        g_plus = bath_green(particle, record["lam"], record["site"])
        g_minus = bath_green(-hole, record["lam"], record["site"])
        v2 = (particle + hole) / (g_plus - g_minus)
        scale = GAMMA / coupling_squared(record["lam"])
        result.append((v2 * scale, particle - v2 * g_plus))
    return result


def spectral_conductance(record):
    return sum(0.5 * w**2 / (w**2 + e**2) for w, e in quasiparticles(record))


def friedel_conductance(record):
    return sum(0.5 * np.sin(np.pi * n)**2 for n in record["values"][:2])


def moment(record):
    return record["values"][0] - record["values"][1]


# bath chain against the continuum hybridization of a flat band
frequency = 0.01 * HALF_BAND
chain_width = -(coupling_squared(3.0) * bath_green(1j * frequency, 3.0, 40)).imag
flat_width = GAMMA * 2 / np.pi * np.arctan(HALF_BAND / frequency)
assert abs(chain_width / flat_width - 1) < 0.01
# non-interacting control; first tolerance: finite band, second: truncation
free = nrg(0.0, 0.0, 2 * GAMMA, last=14)[-1]
free_width = np.mean([w for w, _ in quasiparticles(free)])
assert abs(free["values"][0] - 0.75) < 0.01
assert abs(free_width / GAMMA - 1) < 0.05

# the width is read on the shorter chain, where truncation errors matter less
shorter, symmetric = nrg(U, 0.0, 0.0)
width = quasiparticles(shorter)[0][0]
width_longer = quasiparticles(symmetric)[0][0]
g_true = spectral_conductance(symmetric)
triplet_ratio = symmetric["triplet"] / symmetric["pairs"][0][0]
assert abs(moment(symmetric)) < 1e-5
assert 0 < width < GAMMA and abs(width_longer / width - 1) < 0.10  # finite chain
assert abs(triplet_ratio - 2) < 0.04     # a free moment would give a degenerate state
assert abs(g_true - 1) < 1e-3

fields = (0.002, 0.004, 0.2)
field_runs = [nrg(U, 0.0, h)[-1] for h in fields]
DETUNING = 0.2
detuned = nrg(U, DETUNING, 0.0)[-1]
for run in field_runs + [detuned]:       # tolerance: finite band and finite chain
    assert abs(spectral_conductance(run) - friedel_conductance(run)) < 0.02
assert abs(moment(field_runs[1]) / moment(field_runs[0]) - 2) < 0.04
spin_response = moment(field_runs[0]) / fields[0]
charge_response = (1 - sum(detuned["values"][:2])) / DETUNING
wilson_ratio = np.pi * width * spin_response
response_sum = spin_response + charge_response / 2
assert abs(response_sum * np.pi * width / 2 - 1) < 0.06
assert 1.5 < wilson_ratio < 2.1

fine_shorter, fine = nrg(U, 0.0, fields[0], lam=2.5, keep=550, last=24)
fine_width = np.mean([w for w, _ in quasiparticles(fine_shorter)])
width_shift = fine_width / width - 1
response_shift = moment(fine) / moment(field_runs[0]) - 1
assert abs(width_shift) < 0.10 and abs(response_shift) < 0.10

fluctuating = sum(symmetric["values"][:2]) - 2 * symmetric["values"][2]
fluctuating_uhf = (1 + m_uhf**2) / 2

# ---------- low-temperature correction from decay phase space ----------
w_grid = np.arange(-20, 20.01, 0.5)      # energies in units of kT
x = np.arange(-45, 45.01, 0.5)
f = expit(-x)
phase_space = []
for w in w_grid:
    third = expit(-(x[:, None] + x[None, :] - w))
    phase_space.append(0.25 * np.sum(np.outer(1 - f, 1 - f) * third
                                     + np.outer(f, f) * (1 - third)))
phase_space = np.array(phase_space)
assert np.allclose(phase_space, (w_grid**2 + np.pi**2) / 2, rtol=1e-3)


def thermal_drop(t):
    return np.pi**2 / 3 * t**2 * (1 + 2 * (wilson_ratio - 1)**2)


small_t = 0.003
decay = (wilson_ratio - 1)**2 * small_t**2 * phase_space
thermal_weight = expit(w_grid) * expit(-w_grid) * 0.5
numeric_drop = np.sum(thermal_weight * (1 - (1 + decay)
                      / ((small_t * w_grid)**2 + (1 + decay)**2)))
assert abs(numeric_drop / thermal_drop(small_t) - 1) < 0.01
t_ratio = K_B * TEMPERATURE / width

# ---------- printed numbers ----------
print(f"U = {U:.2f} meV, Gamma = {GAMMA:.2f} meV, band half-width = {HALF_BAND:.0f} meV")
print(f"UHF threshold pi*Gamma = {np.pi * GAMMA:.4f} meV")
print(f"U/(pi*Gamma) = {U / (np.pi * GAMMA):.3f}")
print(f"UHF moment m = {m_uhf:.4f}")
print(f"UHF level shift U*m/2 = {U * m_uhf / 2:.4f} meV")
print(f"UHF conductance = {g_uhf:.4f} x 2e^2/h = {g_uhf * G_UNIT:.2f} uS")
print(f"unitary conductance = 1 x 2e^2/h = {G_UNIT:.2f} uS")
print(f"unitary/UHF ratio = {1 / g_uhf:.2f}")
print("Six-site chain: dot-bath hopping 0.5, U = 4, bath hopping = 1")
print(f"  exact singlet energy = {singlet_levels[0]:.5f}")
print(f"  lowest triplet energy = {triplet_energy:.5f}")
print(f"  UHF energy = {e_uhf:.5f}, UHF moment = {m_chain:.4f}")
print(f"  restricted HF energy = {e_rhf:.5f}")
print(f"Four-site chain: smallest/largest eigenvalue of W = {float(definiteness):.2e}")
print("NRG, symmetric dot, zero field")
print(f"  static moment below 1e-5: {abs(moment(symmetric)) < 1e-5}")
print(f"  conductance from spectrum = {g_true:.4f} x 2e^2/h")
print(f"  triplet / one-particle excitation energy = {triplet_ratio:.3f}")
print(f"  Gamma_qp = {width:.4f} meV = {width / K_B:.3f} K")
print(f"  Gamma_qp from chain two sites longer = {width_longer:.4f} meV")
print(f"  U=0 control: fitted width = {free_width:.4f} meV")
print(f"  <(n_up-n_down)^2>: NRG {fluctuating:.3f}, UHF {fluctuating_uhf:.3f}")
print("Zeeman h (meV), moment, G spectrum, G Friedel (2e^2/h)")
for h, run in zip(fields, field_runs):
    print(f"  {h:.3f}  {moment(run):.4f}  {spectral_conductance(run):.4f}"
          f"  {friedel_conductance(run):.4f}")
print(f"spin response m/h = {spin_response:.3f} per meV")
print(f"charge response (1-n)/detuning = {charge_response:.3f} per meV")
print(f"response sum = {response_sum:.3f}, 2/(pi*Gamma_qp) = "
      f"{2 / (np.pi * width):.3f} per meV")
print(f"Wilson ratio R = {wilson_ratio:.3f}")
print("Finer mesh (2.5 for 3) and 550 for 400 kept states:")
print(f"  shift of Gamma_qp = {100 * width_shift:.2f} %")
print(f"  shift of spin response = {100 * response_shift:.2f} %")
print("Neglected effects")
print(f"  T = {1e3 * TEMPERATURE:.0f} mK: kT/Gamma_qp = {t_ratio:.4f}")
print(f"  thermal loss of conductance = {100 * thermal_drop(t_ratio):.2f} %")
print(f"  leads 2:1: conductance factor = {asymmetry_factor:.4f}")
print(f"  detuning {DETUNING:.1f} meV: n = {sum(detuned['values'][:2]):.4f}")
print(f"  detuned G: spectrum {spectral_conductance(detuned):.4f}, "
      f"Friedel {friedel_conductance(detuned):.4f} x 2e^2/h")
print(f"  next orbital {SPACING:.1f} meV away, order of effect = "
      f"{100 * (GAMMA / (U / 2 + SPACING))**2:.1f} %")
print(f"  bias {1e3 * BIAS:.0f} uV, order (eV/Gamma_qp)^2 = "
      f"{100 * (BIAS / width)**2:.2f} %")
print("checks complete")
```

It prints:

```
U = 1.60 meV, Gamma = 0.25 meV, band half-width = 20 meV
UHF threshold pi*Gamma = 0.7854 meV
U/(pi*Gamma) = 2.037
UHF moment m = 0.7481
UHF level shift U*m/2 = 0.5985 meV
UHF conductance = 0.1486 x 2e^2/h = 11.51 uS
unitary conductance = 1 x 2e^2/h = 77.48 uS
unitary/UHF ratio = 6.73
Six-site chain: dot-bath hopping 0.5, U = 4, bath hopping = 1
  exact singlet energy = -6.68255
  lowest triplet energy = -6.51931
  UHF energy = -6.60341, UHF moment = 0.9368
  restricted HF energy = -6.15669
Four-site chain: smallest/largest eigenvalue of W = 4.57e-06
NRG, symmetric dot, zero field
  static moment below 1e-5: True
  conductance from spectrum = 1.0000 x 2e^2/h
  triplet / one-particle excitation energy = 1.993
  Gamma_qp = 0.0575 meV = 0.667 K
  Gamma_qp from chain two sites longer = 0.0571 meV
  U=0 control: fitted width = 0.2500 meV
  <(n_up-n_down)^2>: NRG 0.761, UHF 0.780
Zeeman h (meV), moment, G spectrum, G Friedel (2e^2/h)
  0.002  0.0221  0.9988  0.9988
  0.004  0.0440  0.9953  0.9952
  0.200  0.7065  0.2032  0.1979
spin response m/h = 11.026 per meV
charge response (1-n)/detuning = 0.410 per meV
response sum = 11.231, 2/(pi*Gamma_qp) = 11.069 per meV
Wilson ratio R = 1.992
Finer mesh (2.5 for 3) and 550 for 400 kept states:
  shift of Gamma_qp = -0.23 %
  shift of spin response = 0.20 %
Neglected effects
  T = 30 mK: kT/Gamma_qp = 0.0450
  thermal loss of conductance = 1.97 %
  leads 2:1: conductance factor = 0.8889
  detuning 0.2 meV: n = 0.9180
  detuned G: spectrum 0.9836, Friedel 0.9835 x 2e^2/h
  next orbital 0.5 meV away, order of effect = 3.7 %
  bias 2 uV, order (eV/Gamma_qp)^2 = 0.12 %
checks complete
```
